\section*{Minimum strain for isolated stacking faults in a coherent (001) film}

\section*{Question}

I am stuck on an exercise about a coherently strained film. The data are a stacking-fault energy of $0.055\ \mathrm{J/m^2}$, a modulus of 180 GPa, a partial Burgers length of 0.222 nm and a Schmid factor of 0.471. I am to show that faulting requires at least 0.29 percent strain.

I set the shear stress times the Burgers length equal to the fault energy. That gives $0.055/0.222=0.248$ GPa, and dividing by 180 GPa gives about 0.14 percent, half of what I need. The Schmid factor must enter, but I don't see why it has this value, which modulus is meant, or whether the sign of the strain matters. I am also puzzled that the film thickness is absent. Why is this a minimum and not just an estimate?

\section*{Answer}

Your force balance is right, but 0.248 GPa is the shear stress resolved on the slip system, not the film stress. The Schmid factor connects the two. To see that the result is a lower bound, one has to look at the energy of the whole film.

I take a cubic (001) film on a thick substrate, with equal in-plane strains $\varepsilon$, positive in tension, and linear elasticity. ``Faulting'' means that Shockley partials sweep through an initially perfect film and leave separate intrinsic faults, each costing $\gamma$ per unit area. Surface steps made by the slip are assumed not to lower the energy.

\subsection*{Which modulus?}

The top surface is free, so $\sigma_{zz}=0$:
\begin{equation}
0=2C_{12}\varepsilon+C_{11}\varepsilon_{zz}
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon .
\end{equation}
The in-plane stress is then
\begin{equation}
\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}
=M\varepsilon,\qquad
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{equation}
The 180 GPa must therefore be the biaxial modulus $M$. Rough silicon-like constants, $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, give $M=181$ GPa, so the stated value fits.

\subsection*{Where 0.471 comes from}

Let the crystal above a slip plane move by $\mathbf s$ relative to the crystal below, with the unit normal $\mathbf N$ pointing upward across the plane. The film stress does work $\sigma_{ij}s_iN_j$ per unit area. Here $\sigma_{ij}=\sigma(\delta_{ij}-\delta_{iz}\delta_{jz})$, and slip lies in the plane, so $\mathbf s\cdot\mathbf N=0$. Hence
\begin{equation}
\sigma_{ij}s_iN_j=-\sigma s_zN_z\equiv m\sigma b,
\qquad m=-\frac{s_zN_z}{b}.
\end{equation}
This $m$ carries a sign.

Not every slip vector of length $b$ is allowed. Along [111] the close-packed layers are stacked $ABCABC$. The step from one layer to the next is $\frac a2[110]$, whose part in the (111) plane is
\begin{equation}
\frac a2[110]-\frac a3[111]=\frac a6[11\bar2].
\end{equation}
Shifting the upper crystal by this vector turns $B$ into $C$, which is a low-energy fault. The opposite shift turns $B$ into $A$ and puts atoms on top of each other. In the diamond lattice, with slip between the closely spaced layers, the allowed shift keeps the bond length at 0.235 nm, while the opposite one brings atoms to 0.078 nm.

Threefold symmetry gives three allowed vectors:
\begin{equation}
\mathbf s_1=\frac a6[11\bar2],\quad
\mathbf s_2=\frac a6[\bar211],\quad
\mathbf s_3=\frac a6[1\bar21],\qquad b=\frac{a}{\sqrt6}.
\end{equation}
With $N_z=1/\sqrt3$,
\begin{align}
m_1&=\frac{2a}{6}\,\frac1{\sqrt3}\,\frac{\sqrt6}{a}
=\frac{\sqrt2}{3}=0.471,\\
m_2=m_3&=-\frac a6\,\frac1{\sqrt3}\,\frac{\sqrt6}{a}
=-\frac{\sqrt2}{6}=-0.236 .
\end{align}
The other three $\{111\}$ planes are equivalent by symmetry and give the same values. The sign of the strain therefore matters. In tension the stress drives $\mathbf s_1$ with factor 0.471. In compression it opposes $\mathbf s_1$ and drives $\mathbf s_2$ and $\mathbf s_3$, with only half that factor.

\subsection*{Why it is a lower bound}

Let $e^0$ be the coherent elastic strain and $\sigma^0=Ce^0$ its stress. Faulting adds a displacement $\mathbf u$ with total strain $e'$, of which $p$ is the slip concentrated on the fault planes. The elastic strain becomes $e^0+e'-p$, so
\begin{align}
E&=\frac12\int(e^0+e'-p):C:(e^0+e'-p)\,dV\nonumber\\
&=E_0+\int\sigma^0:e'\,dV-\int\sigma^0:p\,dV+E_{\rm self},\\
E_{\rm self}&=\frac12\int(e'-p):C:(e'-p)\,dV\ge0 .
\end{align}
The second term of $E$ vanishes. Integrating by parts,
\begin{equation}
\int\sigma^0_{ij}\,\partial_ju_i\,dV
=\oint\sigma^0_{ij}u_in_j\,dS-\int u_i\,\partial_j\sigma^0_{ij}\,dV=0,
\end{equation}
because the coherent film is in equilibrium, its top surface is free of traction, and $\mathbf u=0$ at the distant boundaries. The third term is minus the work found above, $m\sigma b$ per unit fault area. Near a dislocation line the elastic integral is cut off and replaced by a core energy, which is taken to be positive as well. Adding the fault energy, for faults of area $A_k$,
\begin{equation}
\Delta E=\sum_kA_k(\gamma-m_k\sigma b)+E_{\rm self}.
\label{eq:balance}
\end{equation}

If $m_k\sigma b\le\gamma$ for every allowed slip, no term is negative and faulting cannot lower the energy. Elastic interactions between the faults cannot change this, since they are contained in $E_{\rm self}$. In tension, lowering the energy thus requires
\begin{equation}
\boxed{\;\varepsilon>\varepsilon_0=\frac{\gamma}{mMb}\;}
\end{equation}
Since $1\ \mathrm{GPa\,nm}=1\ \mathrm{J/m^2}$,
\begin{equation}
\varepsilon_0=\frac{0.055}{0.471\times180\times0.222}
=\frac{0.055}{18.82}=0.0029=0.29\ \text{percent}.
\end{equation}
The film stress there is 0.53 GPa, and 0.471 times this is your 0.248 GPa. In compression $|m|$ is halved and the threshold doubles to 0.58 percent, so 0.29 percent is a lower bound for both signs.

\subsection*{Where the thickness went}

Thickness enters through $E_{\rm self}$. A partial that crosses the film leaves a dislocation line at the interface, along $[1\bar10]$. Since $\mathbf s_1\cdot[1\bar10]=0$, it is a pure edge dislocation. In an isotropic medium the shear stress on its slip plane at distance $x$ is $\mu b/[2\pi(1-\nu)x]$. Building up the slip $b$ from zero against this stress, between a core radius $r_0$ and a distance of order $h$, costs per unit length
\begin{equation}
\frac b2\int_{r_0}^{h}\frac{\mu b}{2\pi(1-\nu)x}\,dx
=K\ln\frac h{r_0},\qquad
K=\frac{\mu b^2}{4\pi(1-\nu)} .
\end{equation}
The outer and core cutoffs make this an estimate. The fault plane is inclined to the film by $\alpha$, with $\cos\alpha=1/\sqrt3$ and $\sin\alpha=0.816$, so the fault has width $h/\sin\alpha$. Setting the energy per unit length to zero,
\begin{equation}
\frac h{\sin\alpha}(\gamma-mM\varepsilon b)+K\ln\frac h{r_0}=0
\;\Rightarrow\;
\varepsilon(h)=\varepsilon_0+\frac{K\sin\alpha}{mMb}\,\frac{\ln(h/r_0)}h .
\end{equation}
The correction vanishes as $h\to\infty$. The exercise asks for the thick-film limit, which is also the lowest value.

The isotropic averages $\mu=(C_{11}-C_{12}+3C_{44})/5=68.4$ GPa and $\nu=0.217$, the latter from this $\mu$ and the bulk modulus $(C_{11}+2C_{12})/3$, give $K=0.343$ nJ/m. With $r_0=b/4$ the line energy at 100 nm is 2.57 nJ/m, and
\begin{equation}
\varepsilon(100\ \mathrm{nm})=0.0029+
\frac{2.57\times0.816}{100\times18.82}=0.0040 .
\end{equation}
The same estimate gives 1.1 percent at 10 nm, 0.6 percent at 30 nm and 0.31 percent at 1000 nm. The thin-film values depend on the core radius: $r_0=b$ instead of $b/4$ lowers the limit at 10 nm by 0.2 percentage points, to about 0.9 percent, but hardly changes the one at 1000 nm.

The assumption about steps can be sized too. The step height is $|s_z|=0.181$ nm. With a rough surface energy of $1.4\ \mathrm{J/m^2}$, removing such a step would gain 0.25 nJ/m, well below the line energy of 1.78 nJ/m at 10 nm.

\subsection*{What the bound does not say}

\textbf{It is not sufficient.} A second partial with slip $-\mathbf s_2$ can follow the first on the same plane. Together they give
\begin{equation}
\mathbf s_1-\mathbf s_2=\frac a6[30\bar3]=\frac a2[10\bar1],
\end{equation}
a lattice translation, so the fault disappears. The trailing partial changes the energy per unit area by $-\gamma-0.236\,\sigma b$, which is negative in tension. In a thick film complete slip is therefore lower in energy than a fault, even above $\varepsilon_0$. The same logarithmic estimate can be made for the perfect $60^\circ$ dislocation, with length $b_p=a/\sqrt2$, prefactor $\mu b_p^2(1-\nu/4)/[4\pi(1-\nu)]$, core radius $b_p/4$ and work $(0.471+0.236)\,\sigma b$ per unit area. It lowers the energy above 1.3 percent at 10 nm, 0.54 percent at 30 nm and 0.2 percent at 100 nm. Above roughly 20 nm perfect slip thus becomes favourable before faulting does, and since such dislocations split as described below, narrow strips of fault can appear below $\varepsilon_0$. A fault remains if the trailing partial is absent or held back.

\textbf{Existing dislocations are exempt.} A perfect dislocation already split into these two partials contains a strip of fault at zero strain. The trailing partial has edge component $b/2$, and the leading one has no screw part, so they repel with force
\begin{equation}
\frac{\mu b}{2\pi(1-\nu)d}\,\frac b2=\frac Kd .
\end{equation}
Balancing this against $\gamma$ gives $d=K/\gamma=0.343/0.055=6.2$ nm. If the trailing partial is pinned while tension pulls the leading one, the balance is $K/d+m\sigma b=\gamma$, or
\begin{equation}
d=\frac{K}{\gamma-mM\varepsilon b}.
\end{equation}
In a large crystal this width diverges at $\varepsilon_0$, the same threshold reached from the other side.

\textbf{Twins are a different case.} Equation~\eqref{eq:balance} adds $\gamma$ for each fault, which needs the faults to be well separated. If $n$ adjacent planes slip, the work is $nm\sigma b$, but the cost is the energy $\Gamma_n$ of the whole stack. The thick-film condition becomes $\varepsilon>\Gamma_n/(nmMb)$. If $\Gamma_n$ grows more slowly than $n\gamma$, this lies below $\varepsilon_0$. That is the expected case: for any $n$ the stack contains just two layers with hexagonal surroundings, as a single intrinsic fault does. If the energy is counted by these layers alone, $\Gamma_n\approx\gamma$ and the thick-film limit is about $\varepsilon_0/n$, or 0.15 percent for $n=2$. The 0.29 percent is a bound for well-separated single faults. It need not hold once two or more adjacent planes slip.

\subsection*{Beside a real film}

The numbers are roughly those of silicon. Strained silicon on relaxed silicon--germanium is a tensile film of this kind, with strains of very roughly one percent and thicknesses of order 10 nm. The thick-film assumption fails there: the estimated limit rises from 0.29 to roughly 1 percent, with an uncertainty of a few tenths of a percentage point from the outer and core cutoffs. The fault energy matters less, since a 10 percent change moves the estimated limit by only 0.03 percentage points at any thickness. Faults also need a source. For a semicircular loop of radius $R$ starting at a perfect surface, a rough energy is
\begin{equation}
\pi RK\ln\frac R{r_0}-\frac{\pi R^2}{2}(mM\varepsilon b-\gamma).
\end{equation}
At 1 percent strain in a film thick enough to hold the loop, the bracket is $0.133\ \mathrm{J/m^2}$. Maximizing numerically over $R$ with $r_0=b/4$ gives a barrier of about 280 eV at $R\approx17$ nm. Taking $r_0=b$ roughly halves the barrier. The formula also treats the whole loop as pure edge and ignores its shape and the free surface. Using half the energy of a full circular loop instead, with prefactor $K(2-\nu)/2$ and logarithm $\ln(8R/e^2r_0)$, gives about 220 eV for $r_0=b/4$ and 105 eV for $r_0=b$, and the surface lowers these further. Only the order of magnitude is reliable, but all of these values are enormous beside the thermal energy of 0.086 eV at 1000 K. In this model a thick film without defects would stay unfaulted far above 0.29 percent, so the number marks where well-separated single faults can first lower the energy of a thick film, not where faults will be seen. Twins and the strips inside split dislocations are not bound by it.

Numerical values quoted here were computed with a short program.
